# Bethe mean excitation energy: hydrogen and the Thomas-Fermi atom

## Problem

The mean excitation energy $I$ sets the energy scale in Bethe's formula for the stopping of fast charged particles. It is a geometric mean of the dipole excitation energies $\omega_j$, weighted with the oscillator strengths $f_j$:

$$
\ln I=\frac{\sum_j f_j\ln\omega_j}{\sum_j f_j}. \tag{1}
$$

The sum includes an integral over the continuum. A logarithm needs a number, so $\omega_j$ and $I$ are measured in the same unit, whose choice drops out.

(a) Compute $I$ for the ground state of nonrelativistic hydrogen with a fixed nucleus.

(b) Find how $I$ depends on the nuclear charge $Z$ for neutral atoms in the Thomas-Fermi model, and apply the result to mercury, $Z=80$.

Hartree atomic units are used unless another unit is given; 1 hartree is 2 Ry.

## A tempting solution of part (b)

In a Thomas-Fermi atom all lengths shrink as $Z^{-1/3}$. The potential energy of an electron is of order $Z/r$, hence of order $Z\cdot Z^{1/3}=Z^{4/3}$. The kinetic energy per electron scales in the same way. An excitation energy is an energy, so every $\omega_j$ carries the factor $Z^{4/3}$, and so does their geometric mean. Hydrogen is the case $Z=1$ and fixes the constant:

$$
I(Z)\overset{?}{=}I_{\rm H}\,Z^{4/3}.
$$

## Where it fails

The scaling of the energy per electron is right. The fault is the step from there to excitation energies. In a semiclassical system the dipole matrix elements are the Fourier components of the classical motion. For smooth motion the low harmonics dominate, so the dipole operator connects mainly levels a few quantum steps apart. The size of one step is set by the frequency of the motion, not by the depth of the potential. With momentum $p\sim Z^{2/3}$ and length $r\sim Z^{-1/3}$, the action of an electron is

$$
pr\sim Z^{2/3}Z^{-1/3}=Z^{1/3}.
$$

In units of $\hbar$ this is the number of quantum steps into which the energy $Z^{4/3}$ is divided. One step is therefore of order $Z^{4/3}/Z^{1/3}=Z$. The same power follows from the time an electron needs to cross the atom: $p/r\sim Z^{2/3}/Z^{-1/3}=Z$.

The second fault is the constant. Thomas-Fermi theory treats many electrons semiclassically, and hydrogen has one electron, with action of order $\hbar$. Nothing makes the Thomas-Fermi law pass through $I_{\rm H}$. The two parts need separate calculations.

## Solution of part (a)

**Oscillator strengths.** For light polarized along $z$, $f_j=2\omega_j|\langle j|z|1s\rangle|^2$. The identity $[z,[H,z]]=1$, taken in the ground state, gives $\sum_jf_j=1$. From $1s$ the operator $z=r\cos\theta$ reaches p states, and the angular integral is $1/\sqrt3$. Thus

$$
f=\tfrac23\,\omega\left(\int_0^\infty R\,r\,(2e^{-r})\,r^2dr\right)^2, \tag{2}
$$

where $R$ is the radial function of the final state and $2e^{-r}$ that of $1s$.

**Bound p states.** For energy $-1/(2n^2)$ the radial equation is

$$
R''+\frac2rR'-\frac2{r^2}R+\frac2rR-\frac1{n^2}R=0 .
$$

Put $R=N\,r\,e^{-r/n}F(\rho)$ with $\rho=2r/n$. The terms in $1/r^2$ and $1/n^2$ cancel, leaving

$$
\rho F''+(4-\rho)F'-(2-n)F=0 .
$$

Its regular solution is the confluent hypergeometric function $F={}_1F_1(2-n;4;\rho)$, a polynomial for integer $n\ge2$.

For the norm, write $F=6L^{(3)}_{n-2}(\rho)/[(n+1)n(n-1)]$, which has $F(0)=1$. The Laguerre recurrence for $\rho L_k^{(3)}$ has the diagonal coefficient $2k+4=2n$ at $k=n-2$, and $\int\rho^3e^{-\rho}(L^{(3)}_{n-2})^2d\rho=(n+1)n(n-1)$. Therefore

$$
1=N^2\Big(\frac n2\Big)^5\frac{36\cdot2n}{(n+1)n(n-1)}
\;\Rightarrow\;
N^2=\frac{4(n^2-1)}{9n^5}. \tag{3}
$$

**The radial integral.** Equation (2) needs $2NJ$ with

$$
J=\int_0^\infty r^4e^{-sr}{}_1F_1(a;4;qr)\,dr,
$$

where $s=1+1/n$, $q=2/n$ and $a=2-n$. Start with one power of $r$ less. Integrating the series term by term, with $(m+3)!=6\,(4)_m$, gives

$$
\int_0^\infty r^3e^{-sr}{}_1F_1(a;4;qr)dr
=\frac6{s^4}\sum_m\frac{(a)_m}{m!}\Big(\frac qs\Big)^m
=6s^{a-4}(s-q)^{-a}.
$$

The missing power of $r$ comes from $-d/ds$:

$$
J=6s^{a-4}(s-q)^{-a}\left[\frac{4-a}s+\frac a{s-q}\right].
$$

Now $s=(n+1)/n$ and $s-q=(n-1)/n$, so the bracket is

$$
n\,\frac{(n+2)(n-1)+(2-n)(n+1)}{n^2-1}=\frac{2n^2}{n^2-1}.
$$

The prefactor is $6n^4(n-1)^{n-2}/(n+1)^{n+2}$, and hence

$$
J=12n^6\frac{(n-1)^{n-3}}{(n+1)^{n+3}}
=\frac{12}{(1-n^{-2})^3}\left(\frac{1-1/n}{1+1/n}\right)^n. \tag{4}
$$

With $\omega=(n^2-1)/(2n^2)$, equation (2) becomes $f_n=\frac23\omega\cdot4N^2J^2$. The numerical factors combine to $\frac23\cdot\frac12\cdot4\cdot\frac49\cdot144=\frac{256}3$, and

$$
f_n=\frac{256\,n^5(n-1)^{2n-4}}{3(n+1)^{2n+4}}. \tag{5}
$$

For $n=2$ this is $8192/19683=0.4162$.

**Continuum.** A free electron has energy $k^2/2=-1/(2n^2)$, so $1/n=ik$ turns the bound solution into the continuum solution. In (4), $1-n^{-2}$ becomes $1+k^2$. The ratio in brackets becomes $e^{-2i\arctan k}$, and its power $n=-i/k$ is $e^{-(2/k)\arctan k}$. Thus

$$
J=\frac{12}{(1+k^2)^3}\,e^{-(2/k)\arctan k}.
$$

The norm must be found afresh. A state normalized per unit energy has $rR$ oscillating at large $r$ with amplitude $\sqrt{2/(\pi k)}$. The two asymptotic terms of ${}_1F_1(2+i/k;4;2ikr)$, multiplied by $e^{-ikr}$, are complex conjugates. Together they have the amplitude

$$
\frac{2\cdot3!}{|\Gamma(2+i/k)|}\,\frac{e^{-\pi/(2k)}}{(2kr)^2}.
$$

Multiplication by $Nr^2$ gives the amplitude of $rR$, so

$$
\frac{3N e^{-\pi/(2k)}}{k^2|\Gamma(2+i/k)|}=\sqrt{\frac2{\pi k}} .
$$

Insert $|\Gamma(2+i/k)|^2=(1+k^{-2})(\pi/k)/\sinh(\pi/k)$:

$$
N^2=\frac{2k^3}{9\pi}\,e^{\pi/k}\,\Big(1+\frac1{k^2}\Big)\frac{\pi/k}{\sinh(\pi/k)}
=\frac{4(1+k^2)}{9(1-e^{-2\pi/k})}.
$$

Let $w=1+k^2$ be the excitation energy in rydberg, so that $\omega=w/2$ and $d\omega=dw/2$. Then $df/d\omega=\frac23\cdot\frac w2\cdot4N^2J^2$ has the numerical factor $256/3$, and half of it remains per rydberg:

$$
\frac{df}{dw}=\frac{128}{3w^4}\,
\frac{e^{-(4/k)\arctan k}}{1-e^{-2\pi/k}},\qquad k=\sqrt{w-1}. \tag{6}
$$

At threshold this is $128/(3e^4)=0.7815$ per Ry. The lines approach the same value. For large $n$, (5) tends to $256/(3e^4n^3)$, while neighbouring lines are $2/n^3$ Ry apart. The strength per unit energy is thus continuous through the ionization limit. Formulas (5) and (6) were both tested against direct radial quadrature.

**The logarithmic sum.** The strengths are

$$
\sum_{n\ge2}f_n=0.5650,\qquad\int_1^\infty\frac{df}{dw}dw=0.4350,
$$

which add up to 1, as required. The logarithm is

$$
\ln\frac I{\rm Ry}=\sum_{n\ge2}f_n\ln\Big(1-\frac1{n^2}\Big)+\int_1^\infty\frac{df}{dw}\ln w\,dw . \tag{7}
$$

The first part is $-0.13193$, since all lines lie below 1 Ry. The second is $+0.22892$, since the continuum lies above it. Their sum is $0.09698$, and

$$
I_{\rm H}=13.6057\ {\rm eV}\times e^{0.09698}=14.99\ {\rm eV}.
$$

Diagonalizing the Hamiltonian in a basis of Laguerre functions, without (5) or (6), gives the same value.

The two parts of (7) also show what the continuum does. The lines alone, with their own total strength as weight, have the geometric mean $13.6057\,e^{-0.13193/0.5650}=10.8$ eV. For the continuum alone it is $13.6057\,e^{0.22892/0.4350}=23.0$ eV. The mean excitation energy lies between them, slightly above the ionization energy, where it marks no particular transition.

**One-electron ions.** With $r=r'/Z$, the Hamiltonian $p^2/2-Z/r$ becomes $Z^2(p'^2/2-1/r')$. Every $\omega$ gains $Z^2$, every $|z|^2$ gains $Z^{-2}$, and the $f$ stay the same. Hence $I=Z^2I_{\rm H}$ for an ion with one electron. The basis calculation for $Z=2$ gives the ratio 4.000. This is a different family from neutral atoms, whose electron number grows with $Z$.

## Solution of part (b)

**The static atom.** In Thomas-Fermi theory the electrons at each point form a degenerate gas with Fermi momentum $p_F=(3\pi^2n)^{1/3}$. Let $V>0$ be the potential that binds them. In a neutral atom the fastest electron at each point has energy zero, so $p_F^2/2=V$, and

$$
n=\frac{(2V)^{3/2}}{3\pi^2},\qquad \nabla^2V=4\pi n\ (r>0),\qquad rV\to Z\ (r\to0),\qquad rV\to0\ (r\to\infty).
$$

Try $V=Z^{4/3}U(Z^{1/3}r)$. The first equation gives $n=Z^2\nu(Z^{1/3}r)$. In the second, two derivatives supply $Z^{2/3}$, so both sides carry $Z^2$. In the third, $rV$ carries $Z^{-1/3}Z^{4/3}=Z$. The last condition, which expresses neutrality, keeps its form. The charge drops out, and one function $U$ serves all neutral atoms. The electron number is $Z^2\cdot Z^{-1}=Z$ times a constant, as it must be.

**The moving atom.** Static Thomas-Fermi theory does not supply excitation energies; a law of motion is needed. Take the electrons as a fluid with velocity $\mathbf v$ and the local pressure of the degenerate gas:

$$
\partial_tn+\nabla\!\cdot(n\mathbf v)=0, \tag{8}
$$

$$
\frac{d\mathbf v}{dt}=-\nabla\!\left[\frac{(3\pi^2n)^{2/3}}2-\frac Zr+\int\!\frac{n(\mathbf r',t)}{|\mathbf r-\mathbf r'|}d^3r'\right]+\mathbf E(t). \tag{9}
$$

Here $\mathbf E$ is the external force on an electron. Insert

$$
n=Z^2\nu(Z^{1/3}\mathbf r,Zt),\quad \mathbf v=Z^{2/3}\mathbf u(Z^{1/3}\mathbf r,Zt),\quad \mathbf E=Z^{5/3}\boldsymbol\varepsilon(Zt).
$$

In (8), the time derivative carries $Z\cdot Z^2=Z^3$, and the divergence $Z^{1/3}Z^2Z^{2/3}=Z^3$. In (9), the acceleration carries $Z\cdot Z^{2/3}=Z^{5/3}$, and its convective part $\mathbf v\cdot\nabla\mathbf v$ carries $Z^{2/3}Z^{1/3}Z^{2/3}=Z^{5/3}$. The pressure term and the nuclear term are each $Z^{4/3}$ inside the bracket. So is the repulsion, with $Z^2\cdot Z^{-1}\cdot Z^{1/3}$. The gradient adds $Z^{1/3}$. Every term of each equation has the same power, and $Z$ disappears. The time variable is $Zt$, so frequencies are proportional to $Z$.

**From frequencies to $I$.** The dipole $\int z\,n\,d^3r$ carries $Z^2Z^{-4/3}=Z^{2/3}$. Divided by the field, this gives the polarizability

$$
\alpha(\omega)=Z^{-1}a(\omega/Z).
$$

From $\alpha=\sum_jf_j/(\omega_j^2-\omega^2)$, with the usual damping limit, follows $df/d\omega=(2\omega/\pi)\,{\rm Im}\,\alpha$. With $x=\omega/Z$ the factors $Z$ and $Z^{-1}$ cancel:

$$
\frac{df}{d\omega}=\frac{2x}\pi\,{\rm Im}\,a(x)\equiv g(x).
$$

The total strength is $Z=\int g\,d\omega=Z\int g\,dx$, so $\int g\,dx=1$. Definition (1) then gives

$$
\ln I=\frac1Z\int_0^\infty g\Big(\frac\omega Z\Big)\ln\omega\,d\omega
=\ln Z+\int_0^\infty g(x)\ln x\,dx, \tag{10}
$$

$$
I=C\,Z .
$$

This holds if the last integral exists. An estimate assigns to each radius the frequency (sound speed)/(radius), where the sound speed is of order $\sqrt V$. Near the nucleus $V\sim1/r$, so $x\sim r^{-3/2}$, and the number of electrons inside $r$ goes as $r^{3/2}$. The strength above $x$ then falls as $1/x$. Far out, the Thomas-Fermi equation has the power solution $V\sim r^{-4}$, with $n\sim r^{-6}$. There $x\sim r^{-3}$, and the number of electrons outside $r$ also goes as $r^{-3}$, so the strength below $x$ vanishes as $x$. A logarithm is integrable against both tails. This is an estimate, not a proof.

**The constant.** Let $n$ now denote the static density. For small motion put $\mathbf v=\nabla s$ and define

$$
Ks=-\nabla\!\cdot(n\nabla s),\quad
G\,\delta n=\frac{(3\pi^2)^{2/3}}{3n^{1/3}}\delta n+\int\!\frac{\delta n(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'.
$$

The first term of $G$ is the derivative of the pressure term in (9). Without a field, (8) and (9) become $\partial_t\delta n=Ks$ and $\partial_ts=-G\,\delta n$. Hence $\partial_t^2s=-GKs$, and the modes obey

$$
KGKs_j=\omega_j^2Ks_j,\qquad\langle s_i|K|s_j\rangle=\delta_{ij}.
$$

A short kick of strength $\epsilon$ along $z$ gives all electrons the same velocity, so $s=\epsilon z$ at first. Later $s=\epsilon\sum_jc_js_j\cos\omega_jt$ with $c_j=\langle s_j|K|z\rangle$. The dipole changes at the rate

$$
\langle z|K|s\rangle=\epsilon\sum_jc_j^2\cos\omega_jt .
$$

Free oscillators of strengths $f_j$ would give $\epsilon\sum_jf_j\cos\omega_jt$, so $f_j=c_j^2$. Their sum is $\langle z|K|z\rangle=\int n|\nabla z|^2d^3r=Z$.

These equations were solved on radial grids in unscaled coordinates, so that the scaling was not put in. As a test of the matrices for inertia and Coulomb repulsion, a uniform electron sphere without pressure, held by a fixed positive background of the same density and size, must oscillate at $\sqrt{4\pi n/3}$: displaced rigidly by a small distance, it feels the restoring field of the background, $4\pi n/3$ per unit displacement. The computed 1.7125 hartree agrees with 1.7124. For the atoms the result is

| $Z$ | $I$ (eV) | $I/Z$ (eV) |
|---|---|---|
| 20 | 96.8 | 4.84 |
| 40 | 193.6 | 4.84 |
| 80 | 387.3 | 4.84 |

Between $Z=20$ and $Z=80$ the exponent of $I$ is 0.9999. A second average, that of $1/(1+(\omega/Z)^2)$ with $\omega$ in hartree, is 0.7814 for all three atoms, as a common function $g(x)$ requires. The mean potential $V$ per electron, by contrast, has the exponent 1.3315, close to the $4/3$ of the tempting solution. The small deficit has the sign expected from the inner edge $r_0$ of the grid. The omitted part of $\int nVr^2dr$ goes as $\sqrt{r_0}$, and its share grows with $Z$ as $\sqrt{r_0Z^{1/3}}$.

**Mercury.** In this model

$$
I_{\rm Hg}=80\times4.84\ {\rm eV}=387\ {\rm eV}.
$$

A coarser grid with a shorter radial range gives 388 eV, which supports the convergence of (10). A much wider radial range lowers the tabulated 387.3 eV by about 0.1 eV, to 387.2 eV, so the last digit in the table depends on the edges of the grid while 4.84 eV and 387 eV do not. The tempting law would give $14.99\times80^{4/3}\approx5200$ eV. Its exponent corrected but its constant kept, it would still give $80\times14.99=1199$ eV, about three times the model value.

## What the law rests on

The exponent and the constant have different standing. Replace the fluid by the local plasma average, in which each electron responds at the plasma frequency of its surroundings:

$$
\ln I_{\rm pl}=\frac1Z\int n\ln\sqrt{4\pi n}\;d^3r .
$$

Since $\sqrt n$ carries one power of $Z$, this too is proportional to $Z$, but for mercury it gives 493 eV, or 6.17 eV per unit of $Z$. The power follows from the common scales of length and time; the constant depends on the assumed dynamics. The measured value for mercury is roughly 800 eV, so neither constant should be used for prediction. Both calculations leave out shell structure, exchange, correlation and relativity, and the fluid uses the static pressure law at all frequencies.

Semiclassical scaling fails in two regions of a real atom. At $r\sim1/Z$, the size of the innermost shell, frequencies are of order $Z^2$. In scaled length this is $Z^{1/3}r\sim Z^{-2/3}$, and the number of electrons inside is of order $Z\,(Z^{-2/3})^{3/2}=1$. At $r\sim1$, among the valence electrons, frequencies are of order 1. The scaled length is $Z^{1/3}$, and the number outside scales as $Z\,(Z^{1/3})^{-3}=1$, that is, it tends to a constant. The constant is large: the Thomas-Fermi tail $V=81\pi^2/(8r^4)$ leaves $81\pi^2/2\approx400$ electrons outside 1 bohr as $Z\to\infty$, so this estimate describes the trend at very large $Z$ and not the size of the effect in mercury. Each region thus holds a fraction of order $1/Z$ of the strength, at frequencies that differ from $Z$ by one power of $Z$. The change of $\ln I$ from these two regions is estimated to be at most of order $(\ln Z)/Z$. Exchange acts throughout the atom. Its potential is of order $n^{1/3}\sim Z^{2/3}$, smaller than $V\sim Z^{4/3}$ by the factor $Z^{-2/3}$, so it can change $\ln I$ by an amount of order $Z^{-2/3}$, which falls more slowly. Quantum corrections to the semiclassical electron gas also act throughout the atom. Their relative size is the inverse square of the action, $(Z^{1/3})^{-2}=Z^{-2/3}$, the same order as exchange. By these estimates the corrections considered here vanish for large $Z$ in a nonrelativistic atom, but they need not be small for light atoms, and for hydrogen the argument has no content. Within these estimates, which are not a proof, the proportionality is the leading-order law for neutral nonrelativistic atoms at large $Z$, while 14.99 eV belongs to hydrogen alone.

The full set of values is in the numerical output below.

## Computed results

```
HYDROGEN, fixed nucleus
Rydberg energy = 13.60569 eV
f(1s->2p) = 0.41620
f(1s->3p) = 0.07910
f(1s->4p) = 0.02899
df/dw at threshold = 0.78147 per Ry
bound f sum = 0.565004
continuum f integral = 0.434996
total f = 1.00000000
bound part of ln(I/Ry) = -0.131934
continuum part of ln(I/Ry) = 0.228916
ln(I/Ry) = 0.096982
I/Ry = 1.101840
I, logarithmic sum = 14.9913 eV
I, Laguerre basis = 14.9913 eV
I(one-electron ion, Z=2)/I(H) = 4.00000
THOMAS-FERMI HYDRODYNAMICS, neutral atoms
test sphere: mean frequency = 1.7125 hartree
test sphere: sqrt(4 pi n/3) = 1.7124 hartree
Z=20: electrons = 20.000
Z=20: total f = 19.999
Z=20: I = 96.8 eV
Z=20: I/Z = 4.842 eV
Z=20: mean of 1/(1+(omega/Z)^2) = 0.7814
Z=40: electrons = 40.000
Z=40: total f = 39.999
Z=40: I = 193.6 eV
Z=40: I/Z = 4.841 eV
Z=40: mean of 1/(1+(omega/Z)^2) = 0.7814
Z=80: electrons = 80.000
Z=80: total f = 79.999
Z=80: I = 387.3 eV
Z=80: I/Z = 4.841 eV
Z=80: mean of 1/(1+(omega/Z)^2) = 0.7814
exponent of I in Z = 0.9999
exponent of mean potential V in Z = 1.3315
exponent of local plasma I in Z = 0.9999
MERCURY, Z=80
I, TF hydrodynamics = 387 eV
I, coarser grid = 388 eV
I, local plasma average = 493 eV
local plasma I/Z = 6.166 eV
80 times hydrogen I = 1199 eV
```
